\section*{Why Electrons Crossing a Two-Dimensional Barrier Carry 3/2 kT}

\section{A current with too much energy}

A silicon-like transistor below threshold, at 300 K, passes a ballistic current of $0.1772\ \mu$A per micrometre of width over its source barrier. In the model worked out below, the electrons carry $6.871$ nW per micrometre of kinetic energy across the barrier top. Dividing power by current gives the energy per electron:
\[
\frac{6.871\ \mathrm{nW}/\mu\mathrm{m}}{0.1772\ \mu\mathrm{A}/\mu\mathrm{m}}
=38.78\ \mathrm{mV},
\qquad\text{that is, }38.78\ \mathrm{meV}.
\]
The thermal energy is $kT=25.85$ meV. A nondegenerate two-dimensional gas at rest has mean kinetic energy $kT$, yet the crossing electrons carry one and a half times as much. Nothing has heated them. The two averages count different collections of electrons.

\section{The model and the occupation at the top}

Electrons move in the $(x,y)$ plane of a thin channel. The subband bottom $U(x)$ rises from the source to a single maximum $E_{\rm top}$ and then falls towards the drain. The band is parabolic with mass $m$, so the total energy is
\[
\mathcal E=U(x)+\tfrac12 m(v_x^2+v_y^2).
\]
All kinetic energies below are taken at the barrier top:
\[
E=E_x+E_y,\qquad E_x=\tfrac12mv_x^2,\qquad E_y=\tfrac12mv_y^2 .
\]
The confinement energy is part of $U$ and is not counted in $E$. Energy gained on the way down to the drain is not counted either.

There are no collisions between source and top, and the motion is classical: an electron crosses if it reaches the top with $E_x>0$. Since $U$ does not depend on $y$ or on time, $v_y$ and $\mathcal E$ are conserved. Follow a forward-moving electron backwards from the top. The potential falls along this path, so $v_x$ never vanishes and the path ends in the source. Occupation is constant along a collisionless path. The forward states at the top are therefore filled as the source fills states of the same total energy:
\[
f(E)=\frac{1}{1+e^{E/kT-\eta}},\qquad
\eta=\frac{E_F-E_{\rm top}}{kT},
\]
where $E_F$ is the source Fermi level. If $E_F$ lies several $kT$ below the top, the exponential dominates the denominator and
\begin{equation}
f(E)\simeq e^{\eta}e^{-E/kT}.
\end{equation}
This is the nondegenerate condition. It concerns the barrier top; the source itself may be degenerate.

\section{The average over electrons present}

Take a snapshot of a thin strip at the top. Each velocity counts in proportion to $f$. With $a=m/(2kT)$, integration by parts gives
\[
\int_{-\infty}^{\infty}v^2e^{-av^2}dv
=\left[-\frac{v e^{-av^2}}{2a}\right]_{-\infty}^{\infty}
+\frac1{2a}\int_{-\infty}^{\infty}e^{-av^2}dv .
\]
The bracket vanishes, so $\langle v^2\rangle=1/(2a)=kT/m$ for each direction. Hence
\[
\langle E\rangle_{\rm present}
=\tfrac12m\frac{kT}{m}+\tfrac12m\frac{kT}{m}=kT .
\]
Keeping only the electrons with $v_x>0$ halves the numerator and the denominator, because both integrands are even in $v_x$. The forward half of the gas also averages $kT$. Selecting a direction does not by itself supply the extra energy.

\section{The average over electrons crossing}

Now stand at the top and count arrivals during a short time $dt$. An electron with velocity $v_x>0$ arrives if it lies within a distance $v_x\,dt$ of the line. A faster electron can come from a wider strip, so the number of arrivals is proportional to $v_xf$, not to $f$.

The exponential in (1) factors into an $x$ part and a $y$ part, and the weight $v_x$ affects the first alone. Therefore
\[
\langle E_x\rangle_{\rm cross}=
\frac{\int_0^\infty E_x\,v_xe^{-E_x/kT}dv_x}
{\int_0^\infty v_xe^{-E_x/kT}dv_x}.
\]
Since $dE_x=mv_x\,dv_x$, replace $v_x\,dv_x$ by $dE_x/m$ in both integrals; the factor $1/m$ cancels:
\[
\langle E_x\rangle_{\rm cross}=
\frac{\int_0^\infty E_xe^{-E_x/kT}dE_x}
{\int_0^\infty e^{-E_x/kT}dE_x}
=\frac{(kT)^2}{kT}=kT .
\]
The transverse average keeps its snapshot value, $kT/2$. The sum is
\begin{equation}
\boxed{\langle E\rangle_{\rm cross}=kT+\tfrac12kT=\tfrac32kT.}
\end{equation}
The extra $kT/2$ belongs entirely to motion along the current. The same argument in $d$ dimensions gives $kT+(d-1)kT/2=(d+1)kT/2$, against $d\,kT/2$ for the gas present.

The barrier height has dropped out, for a simple reason. At the foot of the barrier the longitudinal energies of arriving nondegenerate electrons follow $e^{-E_x/kT}$. A hill of height $U_0$ removes those below $U_0$ and takes $U_0$ from each of the others. What remains is
\[
e^{-(E_x+U_0)/kT}=e^{-U_0/kT}e^{-E_x/kT},
\]
the same distribution with fewer electrons. The hill selects electrons that were fast at its foot, but they pay for the climb.

This can be checked by counting, with no flux weight put in. Four million particles were placed at random positions in a source gas with random thermal velocities, and those that reached the foot of an abrupt hill of height $1\,kT$ within a fixed time, with enough longitudinal energy to pass it, were recorded. The gas averaged $1.000\,kT$. The $83\,274$ crossing particles averaged $0.995\,kT$ along $x$ and $0.496\,kT$ across it, $1.491\,kT$ in all. The next section gives the variance of $E$ as $\frac32(kT)^2$, so the expected statistical error of the total is $\sqrt{1.5/83274}\,kT\approx0.004\,kT$. The count lies about two such errors below $1.5\,kT$.

\section{The whole energy distribution}

Polar coordinates show how the two populations differ at every energy. Put $v_x=v\cos\theta$, so that $d^2v=v\,dv\,d\theta$ and $v\,dv=dE/m$. For electrons present,
\[
f\,d^2v\ \propto\ e^{-E/kT}dE .
\]
For electrons crossing, the extra factor is $v\cos\theta$. Its angular integral over the forward half-plane, $\int_{-\pi/2}^{\pi/2}\cos\theta\,d\theta=2$, does not depend on energy. The remaining factor $v$ is proportional to $\sqrt E$, so
\begin{equation}
P_{\rm cross}(E)\,dE\ \propto\ \sqrt E\,e^{-E/kT}dE .
\end{equation}
Set $u=E/kT$ and $G_p=\int_0^\infty u^pe^{-u}du$. Integration by parts gives $G_p=pG_{p-1}$ for $p>0$. Then
\[
\frac{\langle E\rangle}{kT}=\frac{G_{3/2}}{G_{1/2}}=\frac32,\qquad
\frac{\langle E^2\rangle}{(kT)^2}=\frac{G_{5/2}}{G_{1/2}}
=\frac52\cdot\frac32=\frac{15}{4},
\]
and the variance is $(15/4-9/4)(kT)^2=\frac32(kT)^2$.

The factor $\sqrt E$ removes slow electrons from the count and favours fast ones. The share of crossing electrons with $E>1.5\,kT$ is $0.392$ by formula and $0.389$ in the particle count. In the gas at rest it is $e^{-1.5}=0.223$. Dividing each crossing weight by $v_x$ restores the snapshot: fast electrons cross often but spend little time in any given strip.

\section{Anisotropic mass}

Silicon valleys have unequal masses, and their axes may be tilted against the current. Write
\[
E=\tfrac12\hbar^2\,\mathbf k^{T}W\mathbf k,\qquad
v_x=\frac1\hbar\frac{\partial E}{\partial k_x}=\hbar(W\mathbf k)_x,
\]
where $W$ is the symmetric, positive inverse-mass matrix. Such a matrix can be written $W=SS^T$. With $\mathbf q=S^T\mathbf k$,
\[
E=\tfrac12\hbar^2q^2,\qquad
v_x=\hbar(S\mathbf q)_x=\hbar\,\mathbf s\cdot\mathbf q
=\hbar|\mathbf s|\,q\cos\theta,
\]
where $\mathbf s$ is the first row of $S$ and $\theta$ is measured from $\mathbf s$. The area element changes by a constant factor. The weights are again $q\cos\theta$ and $q\,dq\,d\theta$, so the distribution (3) and the mean $\frac32kT$ are unchanged. A direct sum over wavevectors for the tilted band $E/kT=k_x^2+0.8k_xk_y+0.7k_y^2$, in scaled wavevectors, gave $1.5000\,kT$.

\section{Current and power in the example}

The example has $m=0.19\,m_0$, two equivalent valleys ($g_v=2$), and a barrier top $0.20$ eV above the source Fermi level. Thus
\[
\eta=-\frac{200\ \mathrm{meV}}{25.85\ \mathrm{meV}}=-7.74,
\qquad e^\eta=4.367\times10^{-4}.
\]
With two spin states, the density of forward-moving electrons at the top is
\begin{align*}
n_+&=\frac{2g_v}{(2\pi)^2}\,e^\eta
\int_{k_x>0}e^{-\hbar^2k^2/(2mkT)}d^2k\\
&=\frac{2g_v}{4\pi^2}\,e^\eta\cdot\frac12\cdot\frac{2\pi mkT}{\hbar^2}
=\frac{g_vmkT}{2\pi\hbar^2}\,e^\eta .
\end{align*}
The factor $\frac12$ selects the forward half of the Gaussian integral. The mean forward velocity of these electrons is
\[
v_T=\frac{\int_0^\infty v\,e^{-mv^2/2kT}dv}
{\int_0^\infty e^{-mv^2/2kT}dv}
=\frac{kT/m}{\frac12\sqrt{2\pi kT/m}}
=\sqrt{\frac{2kT}{\pi m}} .
\]
The flux per width is their product:
\[
\Phi=n_+v_T=(8.960\times10^{8}\,\mathrm{cm^{-2}})
(1.234\times10^{7}\,\mathrm{cm/s})
=1.106\times10^{16}\,\mathrm{cm^{-1}s^{-1}} .
\]
Multiplication by the elementary charge gives $0.1772\ \mu$A/$\mu$m. Multiplication by $\frac32kT=38.78$ meV gives the opening $6.871$ nW/$\mu$m. At 400 K the mean crossing energy would be $51.70$ meV.

Measured from the source Fermi level, a departing electron carries on average $200+38.78\approx239$ meV. Most of this is the climb to the barrier top.

\section{Electrons returning from the drain}

Let the drain have the same temperature and a Fermi level lower by $eV$. By the argument of Section 2, it fills the backward states at the top. In the nondegenerate limit the backward flux is $\Phi e^{-eV/kT}$, and its electrons also average $\frac32kT$. The net energy flux divided by the net particle flux is
\[
\frac{\frac32kT\,\Phi-\frac32kT\,\Phi e^{-eV/kT}}
{\Phi-\Phi e^{-eV/kT}}=\frac32kT,\qquad V\ne0 .
\]
At $V=0$ there is no net current and the quotient is undefined. With Fermi occupation and the barrier top held fixed, wavevector sums gave $1.500\,kT$ at both $0.01$ V and $0.70$ V. The cancellation requires equal temperatures and equal stream averages; a degenerate stream would spoil the second condition.

\section{When the occupation is degenerate}

The factor $\sqrt E$ in (3) came from geometry and the parabolic band, so it remains when the exponential is replaced by the Fermi function:
\begin{equation}
\langle E\rangle_{\rm cross}=
\frac{\int_0^\infty E^{3/2}f(E)\,dE}{\int_0^\infty E^{1/2}f(E)\,dE}.
\end{equation}
This describes the source stream alone, as at large drain bias. For small $z=e^\eta$, expand $f=ze^{-u}-z^2e^{-2u}+\dots$. Since $\int_0^\infty u^pe^{-2u}du=G_p/2^{p+1}$,
\begin{align*}
\frac{\langle E\rangle_{\rm cross}}{kT}
&=\frac32\,\frac{1-z/2^{5/2}+\dots}{1-z/2^{3/2}+\dots}\\
&\simeq\frac32\left[1+z\left(\frac1{2^{3/2}}-\frac1{2^{5/2}}\right)\right]
=\frac32\left(1+\frac{z}{2^{5/2}}\right).
\end{align*}
In the example the relative increase is $7.7\times10^{-5}$, which is negligible.

A strongly turned-on channel is different. For $\eta=2$ the crossing mean is $2.213\,kT$ and the mean of those present is $1.652\,kT$, a ratio of $1.34$. In the opposite limit, $\eta\to\infty$, states are filled up to $\mu=E_F-E_{\rm top}$, and
\[
\langle E\rangle_{\rm cross}
=\frac{\frac25\mu^{5/2}}{\frac23\mu^{3/2}}=\frac35\mu,\qquad
\langle E\rangle_{\rm present}=\frac{\frac12\mu^2}{\mu}=\frac12\mu .
\]
The ratio falls to $6/5$. Crossing electrons still have the larger mean, but $\frac32kT$ belongs to the nondegenerate limit.

\section{Tunnelling and reflection}

A quantum electron below the top can tunnel, and one above it can be reflected. To size these effects, the wave equation was solved for $U=U_0\,\mathrm{sech}^2(x/b)$ with $U_0=0.30$ eV above the source subband bottom. Motion along $y$ separates and still contributes $kT/2$. Along $x$, the arrival rate in an energy interval is $v_x\,dk_x/2\pi=d\mathcal E_x/(2\pi\hbar)$, so each longitudinal energy is weighted by its transmission times the Boltzmann factor. Energy is still measured from the barrier top, so a tunnelling electron has a negative longitudinal contribution.

For widths at half height of 15, 30 and 60 nm, with height, mass and temperature fixed, the means are $1.052$, $1.391$ and $1.473\,kT$. The shares of current below the top are $0.334$, $0.149$ and $0.068$. The shortfalls from $1.5\,kT$ are $0.448$, $0.109$ and $0.027\,kT$: each doubling of the width reduces them about fourfold. The classical result is approached for wide barriers. At 30 nm, the width chosen for the example, the mean is $35.96$ meV, about 7\% below the classical value.

\section{Band shape, collisions and other valleys}

\paragraph{Band shape.} Let $E(1+\alpha E)=\hbar^2k^2/2m$ with $\alpha=0.5$ eV$^{-1}$. In polar coordinates the crossing weight is $(dE/dk)\,k\,dk=k\,dE$, so $\sqrt E$ becomes $\sqrt{E(1+\alpha E)}\simeq\sqrt E\,(1+\alpha E/2)$. To first order, the mean shifts by $\alpha/2$ times the variance:
\[
\delta\langle E\rangle=\frac\alpha2\cdot\frac32(kT)^2
=\frac34\alpha(kT)^2\approx0.01\,kT .
\]
The full integral gives $1.5095\,kT$, an increase of 0.6\%.

\paragraph{Collisions.} Electrons scattered back soon after the top may return to the source. Let $F_+$ and $F_-$ be the forward and backward fluxes at one energy, and $\lambda$ the backscattering path:
\[
\frac{dF_+}{dx}=\frac{dF_-}{dx}=-\frac{F_+-F_-}{\lambda}.
\]
The difference $J=F_+-F_-$ is constant, so $F_+$ falls by $J\ell/\lambda$ over a length $\ell$. If nothing returns from beyond $\ell$, then $F_-(\ell)=0$ and $F_+(\ell)=J$. Hence $F_+(0)=J(1+\ell/\lambda)$, and the transmitted fraction is
\[
\frac{J}{F_+(0)}=\frac{\lambda}{\lambda+\ell}.
\]
Take $\ell=5.15$ nm, the distance over which the 30 nm barrier drops by the first $kT$, and $\lambda=15\sqrt{E/kT}$ nm, with $E$ the energy at the top. This path corresponds to a collision time independent of energy if the speed is taken at the top; the gain in speed along $\ell$ is ignored. In this fixed-length model faster electrons are transmitted more readily, and the mean rises to $1.624\,kT$, about 8\% above the ballistic value. If $\lambda$ did not depend on energy, the fraction would cancel from the average and $\frac32kT$ would survive.

The rise depends on using one length $\ell$ for all energies. After an elastic collision at a given depth, an electron with larger $E$ has a wider range of directions that take it back over the top. Suppose that the potential is parabolic over the whole region from which electrons return, and that neither the collision time nor the distribution of scattering angles depends on speed. Multiplying all positions and velocities by the same factor then turns one possible path into another, equally likely one. The chance of return is the same at every energy, and the mean stays at $\frac32kT$. The 8\% is therefore a property of the fixed length, not a general effect of elastic collisions.

\paragraph{Other valleys.} Four further valleys are placed 100 meV higher. The flux of a valley contains $\int v_xe^{-E_x/kT}dk_x=kT/\hbar$, which is free of mass, and a $k_y$ integral proportional to $\sqrt{m_y}$. Take the current along a $\langle100\rangle$ direction, so that the valley axes lie along $x$ and $y$. Two of the four then have $m_y=0.19\,m_0$ and two have $0.92\,m_0$. (In the common $\langle110\rangle$ channel all four are tilted by $45^\circ$, and their share comes out slightly larger, about $0.067$ of the total instead of the $0.0627$ found below.) Relative to the lower pair their flux is
\[
\left(1+\sqrt{0.92/0.19}\right)e^{-100/25.85}\approx0.067,
\]
or $0.0627$ of the total. In each valley the in-plane mean is still $\frac32kT$. Measured from the lowest subband, however, the average electron carries a further $0.0627\times100=6.27$ meV of confinement energy. This estimate counts one subband per valley. Suppose that the 100 meV offset comes from a square well, with masses across the channel of $0.92\,m_0$ in the lower pair and $0.19\,m_0$ in the other valleys. Subband energies in such a well are proportional to $n^2$ divided by this mass, so the second subband of the lower pair lies $3\times100/(0.92/0.19-1)\approx78$ meV above the first. Its flux is $e^{-78/25.85}\approx0.05$ of that of the lowest subband, which is comparable to the contribution just counted. The $6.27$ meV is therefore not the full confinement energy in a real channel. The current quoted above is the classical one for the lowest subband alone.

\section{The model beside a real transistor}

The masses and valley numbers are rough values for electrons at a (100) silicon surface. The current follows from the chosen barrier top, $0.20$ eV above the source Fermi level, and is not a measured leakage. The barrier shape, the 15 nm path and the valley offset are model choices. A real barrier under drain bias is asymmetric, and real silicon channels have collisions at room temperature. For the 30 nm barrier used here, wave effects lower the mean by about 7\%. The 8\% rise in the collision estimate depends on its fixed return length and should not be carried over to a device. Inelastic collisions are not included. The computed values are collected in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
temperature: 300 K, kT = 25.85 meV
masses: 0.19 and 0.92 m0; valleys: 2
barrier top above source Fermi level: 0.20 eV
barrier top above source subband: 0.30 eV
eta = -7.736, exp(eta) = 4.367e-04
counted particles: 4000000, crossing: 83274, hill: 1.0 kT
counted gas mean energy: 1.000 kT
counted crossing mean, along x: 0.995 kT
counted crossing mean, transverse: 0.496 kT
counted crossing mean, total: 1.491 kT
crossing share above 1.5 kT, counted: 0.389
crossing share above 1.5 kT, formula: 0.392
gas share above 1.5 kT, counted: 0.223
plane sum, crossing mean: 1.5000 kT
plane sum, forward density mean: 1.0000 kT
plane sum, tilted mass crossing mean: 1.5000 kT
net mean at drain bias 0.01 V: 1.5002 kT
net mean at drain bias 0.70 V: 1.5001 kT
density mean energy kT: 25.85 meV
crossing mean energy 3/2 kT: 38.78 meV
crossing mean energy at 400 K: 51.70 meV
forward density at top: 8.960e+08 cm^-2
thermal injection speed: 1.234e+07 cm/s
one-way flux: 1.106e+16 cm^-1 s^-1
current per width: 0.1772 uA/um
kinetic power per width: 6.871 nW/um
degeneracy below threshold, relative change: 7.72e-05
turned on, eta = 2.0: crossing mean 2.213 kT
turned on, eta = 2.0: density mean 1.652 kT
nonparabolicity 0.5 /eV: mean 1.5095 kT
wave result, width 15 nm: mean 1.052 kT, share below top 0.334
wave result, width 30 nm: mean 1.391 kT, share below top 0.149
wave result, width 60 nm: mean 1.473 kT, share below top 0.068
wave mean at 30 nm: 35.96 meV
distance for first kT drop: 5.15 nm
backscattering path at energy kT: 15.0 nm
mean with elastic backscattering: 1.624 kT
other-valley offset: 100 meV
other-valley share of crossing electrons: 0.0627
mean added confinement energy: 6.27 meV
\end{verbatim}
